# Radical capture on an inverse-sixth attraction and the sixth-root temperature law

Let a particle of unit mass approach a fixed centre that attracts it with the potential $-1/r^6$. Far away its speed is 1, so its energy is $1/2$, and it is aimed to miss the centre by a distance $b$, the impact parameter. Its angular momentum is $b$, and its radial motion takes place in the effective potential

$$V_{\rm eff}(r)=\frac{b^2}{2r^2}-\frac1{r^6}.$$

The first term repels and wins at large $r$; the second attracts and wins at small $r$. Between them stands a maximum, where $-b^2/r^3+6/r^7=0$, or $b^2=6/r^4$. Its height is $3/r^6-1/r^6=2/r^6$. The particle just reaches the top if $2/r^6=1/2$, which gives $r=4^{1/6}$ and $b^2=6/4^{2/3}$, so that $b=1.5431$. A smaller $b$ lowers the barrier and the particle falls in; a larger $b$ raises it and the particle turns back. Newton's equations confirm this: for trajectories started 30 units away, with capture taken as reaching $r=0.3$, repeated halving of the interval $1<b<2.5$ puts the border at $b=1.543$.

Two radicals that attract each other through dispersion forces behave in the same way, with a spread of energies. Let their reduced mass be $\mu$, their separation $r$ and their collision energy in the centre-of-mass frame $E$. Take

$$V(r)=-\frac{C_6}{r^6},\qquad C_6>0,$$

with zero energy at infinite separation. The motion is classical, and the potential depends on neither orientation nor internal state. Atomic units are used in the algebra, so $\hbar=1$. This potential has no barrier of its own, which is the meaning of "barrierless"; the centrifugal barrier remains.

The angular momentum is $L=\mu vb$ with $v=\sqrt{2E/\mu}$, hence $L^2=2\mu Eb^2$. Energy conservation reads

$$E=\tfrac12\mu\dot r^2+V_{\rm eff}(r),\qquad V_{\rm eff}(r)=\frac{L^2}{2\mu r^2}+V(r)=\frac{Eb^2}{r^2}-\frac{C_6}{r^6}.$$

Setting $V_{\rm eff}'=-2Eb^2/r^3+6C_6/r^7$ to zero gives the barrier position $r_*$,

$$r_*^4=\frac{3C_6}{Eb^2}.$$

Replacing $Eb^2$ by $3C_6/r_*^4$ gives the height and the curvature,

$$V_{\rm eff}(r_*)=\frac{3C_6-C_6}{r_*^6}=\frac{2C_6}{r_*^6},\qquad
V_{\rm eff}''(r_*)=\frac{18C_6-42C_6}{r_*^8}=-\frac{24C_6}{r_*^8}.$$

At fixed $E$, a larger $b$ means a smaller $r_*$ and a higher barrier. All impact parameters below a limit $b_{\max}$ therefore lead to capture. At the limit the height equals $E$, so $r_*^6=2C_6/E$, and

$$b_{\max}^2=\frac{3C_6}{E\,r_*^4}=\frac32\,\frac{2C_6}{E}\left(\frac{2C_6}{E}\right)^{-2/3}=\frac32\left(\frac{2C_6}{E}\right)^{1/3}=\frac32\,r_*^2 .$$

The capture cross section is

$$\sigma(E)=\pi b_{\max}^2=\frac{3\pi}{2}\left(\frac{2C_6}{E}\right)^{1/3}.$$

Slow pairs are captured from farther away, but the dependence on energy is weak because the attraction is steep.

The rate coefficient for capture is the average of $v\sigma$ over the Maxwell distribution of relative speeds,

$$k_{\rm cap}=\int_0^\infty v\,\sigma\;4\pi\left(\frac{\mu}{2\pi k_BT}\right)^{3/2}v^2e^{-\mu v^2/2k_BT}\,dv .$$

Put $x=E/k_BT=\mu v^2/2k_BT$. Then $v^3dv=\tfrac12(2k_BT/\mu)^2x\,dx$, and the constants combine as

$$4\pi\left(\frac{\mu}{2\pi k_BT}\right)^{3/2}\frac12\left(\frac{2k_BT}{\mu}\right)^2=\frac{2}{\sqrt\pi}\left(\frac{2k_BT}{\mu}\right)^{1/2}=\left(\frac{8k_BT}{\pi\mu}\right)^{1/2},$$

which is the mean relative speed $\bar v$. Thus $k_{\rm cap}=\bar v\int_0^\infty x\,\sigma(xk_BT)\,e^{-x}dx$. The cross section contributes $x^{-1/3}$, the integral becomes $\int_0^\infty x^{2/3}e^{-x}dx=\Gamma(5/3)$, and

$$k_{\rm cap}(T)=\frac{3\pi}{2}\,\Gamma\!\left(\tfrac53\right)\left(\frac{8k_BT}{\pi\mu}\right)^{1/2}\left(\frac{2C_6}{k_BT}\right)^{1/3}\propto T^{1/2-1/3}=T^{1/6}.$$

Faster encounters contribute $T^{1/2}$, the shrinking target takes away $T^{1/3}$, and a sixth root is left.

Capture is not yet association. The association coefficient is

$$k_{\rm assoc}=g\,S\,k_{\rm cap},$$

where $g$ is the fraction of electronic states that bind and $S$ the fraction of captured pairs that lose enough energy in later collisions to stay together. The sixth-root law passes to $k_{\rm assoc}$ if $g$ is constant, if $S=1$ (the high-pressure limit), and if the relevant barriers lie where the inverse-sixth term dominates.

The weak rise with temperature can be read as an apparent activation energy. With $E$ as the integration variable, $k_{\rm cap}\propto T^{-3/2}\int_0^\infty E\sigma e^{-E/k_BT}dE$, and differentiation gives

$$\frac{d\ln k_{\rm cap}}{d\ln T}=\frac{\langle E\rangle_{\rm cap}}{k_BT}-\frac32 ,$$

where the average runs over captured pairs. Their distribution is $x^{2/3}e^{-x}$, with mean $\Gamma(8/3)/\Gamma(5/3)=5/3$. The slope is $5/3-3/2=1/6$, and the apparent activation energy $k_BT^2\,d\ln k_{\rm cap}/dT$ is $k_BT/6$. It measures how much more energy captured pairs carry than average pairs; there is no hill in $V$ behind it.

The origin of the exponent shows best for a general attraction $V=-U(r)$. A pair passes inward through $r$ if its radial kinetic energy $E(1-b^2/r^2)+U(r)$ is positive there. Capture requires this at every $r$ outside the capture region, so

$$b_{\max}^2=\min_r\;r^2\left[1+\frac{U(r)}{E}\right].$$

Let the minimum be a smooth interior one, at $r_m$. Write $u=U(r_m)/E$, and let $s=-r_mU'(r_m)/U(r_m)$ be the local steepness. The vanishing derivative gives $2(1+u)=su$, or $u=2/(s-2)$, which requires $s>2$. When $E$ changes, the shift of $r_m$ has no first-order effect, so

$$\frac{d\ln b_{\max}^2}{d\ln E}=-\frac{u}{1+u}=-\frac2s ,\qquad \frac{d\ln k}{d\ln T}=\frac12-\left\langle\frac2s\right\rangle .$$

The second relation follows by differentiating $k=\bar v\int x\sigma e^{-x}dx$; the average is weighted with $x\sigma e^{-x}$. For $s=6$ the exponent is $1/6$. For an inverse-fourth attraction, as between an ion and a polarisable molecule, it is zero. Numerical averages at 700 K, with $b_{\max}$ found by searching for the minimum on a grid, give 0.1667 and 0.0000. An attraction steeper than the sixth power gives an exponent above $1/6$.

For numbers, consider germyl radicals, GeH$_3$, combining to digermane in low-pressure germanium deposition at 700 K and 20 Torr in hydrogen. The parameters are rough round values: a radical mass of 76 u, hence $\mu=38$ u, and $C_6=200$ eV Å$^6$. With $k_BT=0.0603$ eV, the mean energy of captured pairs is $5k_BT/3=0.1005$ eV. At that energy

$$r_*=\left(\frac{2\times200}{0.1005}\right)^{1/6}\text{Å}=3.98\ \text{Å},\qquad b_{\max}=\sqrt{1.5}\;r_*=4.88\ \text{Å},$$

and $\sigma=74.7$ Å$^2$. The thermal coefficient is the product of the mean speed, $6.245\times10^{12}$ Å/s, and the area $\frac{3\pi}{2}\Gamma(\frac53)(400/0.0603)^{1/3}=79.9$ Å$^2$:

$$k_{\rm cap}=4.99\times10^{14}\ \text{Å}^3/\text{s}=4.99\times10^{-10}\ \text{cm}^3/\text{s}.$$

From 500 to 900 K it grows from $4.72$ to $5.20\times10^{-10}$ cm$^3$/s, a factor of 1.10.

Each radical has one unpaired electron. The four spin states of the pair are the three states of a triplet and one singlet state. If the singlet alone binds, and spin is not mixed during the encounter, $g=1/4$ and the singlet capture coefficient is $1.25\times10^{-10}$ cm$^3$/s. For like radicals of density $n$ there are $n^2/2$ pairs per unit volume squared, so association events occur at the rate $k_{\rm assoc}n^2/2$. Each removes two radicals, hence

$$\frac{dn}{dt}=-k_{\rm assoc}n^2,\qquad n(t)=\frac{n_0}{1+k_{\rm assoc}n_0t}.$$

The density halves after $1/(k_{\rm assoc}n_0)$. For $n_0=10^{12}$ cm$^{-3}$, no other loss and $S=1$, this is 8.0 ms.

Classical motion is a good approximation here. At the mean captured energy the largest captured angular momentum is about 208 in units of $\hbar$, so its discreteness hardly shows. To see this, write the cross section as $\frac{\pi}{2\mu E}\sum_L(2L+1)$ over those whole numbers $L$ whose barrier height $V_L$, computed with $L(L+1)$ in place of $L^2$, lies below $E$. The thermal average replaces each step by $k_BT\,e^{-V_L/k_BT}$:

$$k=\left(\frac{2\pi}{\mu^3k_BT}\right)^{1/2}\sum_L(2L+1)\,e^{-V_L/k_BT}.$$

With barriers located numerically for $L=0$ to 999, the sum gives $4.9914\times10^{-10}$ cm$^3$/s, against $4.9913\times10^{-10}$ from the formula. Tunnelling can be sized by treating the barrier top as a parabola of frequency $\omega=\sqrt{24C_6/\mu}/r_*^4$. The transmission of a parabola at energy $\epsilon$ relative to its top is $[1+e^{-2\pi\epsilon/\hbar\omega}]^{-1}$, and its Boltzmann average multiplies the rate by $(w/2)/\sin(w/2)\approx1+w^2/24$, with $w=\hbar\omega/k_BT$. At the mean captured energy $\hbar\omega=0.0029$ eV, so the correction is of order $10^{-4}$ of the rate or less.

The shape of the potential is a far more serious matter. A further dispersion term $-C_8/r^8$ with $C_8/C_6=10$ Å$^2$, again a rough value, raises $k_{\rm cap}$ by 14 per cent. The chemical bond does more. Model its attraction by an isotropic Morse curve of depth 2.8 eV, bond length 2.4 Å and range parameter 1.6 Å$^{-1}$. At 3.98 Å this curve supplies 0.43 eV of attraction, while dispersion supplies 0.050 eV. The two are equal at 7.9 Å, and the barrier of the inverse-sixth potential alone, taken at the mean captured energy, lies that far out at about 11 K.

Adding the Morse curve to the inverse-sixth term, and searching for the minimum of $r^2(1-V/E)$ outside the bond length, gives these ratios to the pure inverse-sixth coefficient at the same temperature: 1.01 at 1 K, 1.11 at 10 K, 1.41 at 100 K and 1.77 at 700 K. The local exponents are 0.180, 0.245, 0.286 and 0.270. Their rise and later fall follow from the steepness $s$. Far out, $s=6$. Where an exponential tail $e^{-\beta r}$ dominates, $s=\beta r$, which exceeds 6 at first and decreases as the barrier moves inward with rising temperature. These numbers belong to the Morse form. At 700 K the barriers lie near 6 Å, where its tail is an extrapolation from the well: a range parameter of 1.35 or 1.9 Å$^{-1}$ changes the ratio 1.77 to 2.1 or 1.5, and a bond attraction that falls off faster than the Morse tail would bring the crossing point in from 7.9 Å and lower the ratios.

The sixth-root law is thus the low-temperature limit of this classical model. The limit has its own floor: $L_{\max}\propto\sqrt E\,b_{\max}\propto E^{1/3}$, so cooling eventually leaves few angular momenta and the classical count fails. Polar radicals add another restriction, because the interaction of two oriented dipoles falls as $1/r^3$ and exceeds the inverse-sixth term at sufficiently large distance. It is not included here.

A real bond is also directional. If each radical must turn the half-space containing its unpaired orbital towards the other, and orientations are random and frozen, a quarter of the encounters qualify. Applied to the Morse result at 700 K, this gives 0.44 times $k_{\rm cap}$. The factors 0.44 and 1.77 are two crude estimates, not bounds; they show that the inverse-sixth formula gives the size of the capture coefficient at growth temperature, but not a dependable temperature law.

Collisional energy transfer enters through $S$. A newly formed digermane molecule holds the bond energy and more, and it breaks up unless the carrier gas removes some of it. The model below counts only the return to two germyl radicals. Real digermane can also split into germane and germylene, GeH$_4$ + GeH$_2$, which needs less energy, and at 20 Torr this exit can take most of the new molecules. The values of $S$ below therefore illustrate energy transfer with a single exit; they are not estimates of the digermane yield. Represent the molecule by $N=18$ oscillators with a common quantum $q=0.1$ eV, and let it break when at least $m=28$ quanta gather in one particular oscillator, the critical one. The number of ways to distribute $n$ quanta is

$$W(n)=\frac{(n+N-1)!}{n!\,(N-1)!}.$$

Placing $m$ quanta in the critical oscillator leaves $j=n-m$ to be spread over all $N$. The dissociation rate is therefore $k_n=A\,W(j)/W(n)$, with a rough prefactor $A=10^{16}$ s$^{-1}$ that is not derived from $k_{\rm cap}$. At equilibrium the level $n$ is populated in proportion to $W(n)y^n$, with $y=e^{-q/k_BT}$. By detailed balance, formation into each level equals dissociation from it, so new molecules appear with probability

$$f_j=(1-y)^N\,W(j)\,y^j ,$$

where the prefactor normalises the sum. The mean excess energy above threshold is

$$\frac{Nqy}{1-y}=\frac{18\times0.1\ \text{eV}}{e^{0.1/0.0603}-1}=0.42\ \text{eV}.$$

If effective collisions occur at the rate $\nu$ and each stabilises the molecule,

$$S=\sum_j f_j\,\frac{\nu}{\nu+k_{m+j}}.$$

With a collision radius of 4 Å, hydrogen as carrier and one collision in ten effective, $\nu=3.8\times10^7$ s$^{-1}$ at 20 Torr. This gives $S=0.68$; at 760 Torr and the same temperature $S=0.96$. If every molecule that is not stabilised returned to two radicals, the half-life at 20 Torr would lengthen from 8.0 ms to about 12 ms. The exit to germane and germylene also consumes the radicals, so it lowers the yield of digermane without giving them back. The temperature law suffers more than the size: at a fixed pressure of 20 Torr the product $k_{\rm cap}S$ has a local exponent of $-1.6$ at 700 K. The sizes depend on the rough prefactor: $A=10^{15}$ s$^{-1}$ gives $S=0.90$ and an exponent of $-0.5$, and $A=10^{17}$ s$^{-1}$ gives $S=0.40$ and $-3.0$. Heating at fixed pressure lowers the effective collision rate, as $T^{-1/2}$ in this model, and forms molecules with more excess energy, which dissociate sooner. Both changes reduce $S$, the second far more than the first, and together they outweigh the growth of $k_{\rm cap}$.

Germanium deposition from germane is carried out at roughly 600 to 900 K and over a wide range of pressures, and 700 K and 20 Torr lie within these ranges. The radical density is less certain: it depends on how the gas is activated, and $10^{12}$ cm$^{-3}$ serves as a scale for the half-life, which varies as $1/n_0$. Two assumptions fail under such conditions. The capture barrier does not lie in the dispersion region, which in the estimates above changes the coefficient by a factor of about two either way. Stabilisation is incomplete: in the model with a single exit this removes about a third of the association at 20 Torr and reverses the sign of the temperature dependence, and the exit to germane and germylene can remove much more of the digermane. Where that exit dominates, few pairs return to radicals, so the loss of radicals stays close to the capture rate and the reversal of sign does not apply to it. For a reactor model with these parameters, $gk_{\rm cap}$ is a reasonable first size for the high-pressure coefficient defined by $dn/dt=-kn^2$ (half of it, $6.2\times10^{-11}$ cm$^3$/s, where the rate of events is written $kn^2$ and $dn/dt=-2kn^2$), while the variation with temperature and pressure has to come from a treatment of the bond region, of energy transfer and of the competing products. The numerical output lists the inputs and the main results.

## Table of computed values

```
INPUTS (rough round values)
temperature: 700 K
pressure: 20 Torr
radical mass: 76 u
C6: 200 eV angstrom^6
C8/C6: 10 angstrom^2
bond energy: 2.8 eV
bond length: 2.4 angstrom
Morse range parameter: 1.6 1/angstrom
oscillators in molecule: 18
oscillator quantum: 0.1 eV
dissociation prefactor: 1e+16 1/s
collision efficiency: 0.1
collision radius: 4 angstrom
carrier gas mass: 2 u
radical density: 1e+12 cm^-3
CAPTURE
critical b, trajectories (reduced units): 1.543
critical b, formula (reduced units): 1.5431
kT: 0.06032 eV
mean captured energy 5kT/3: 0.1005 eV
barrier radius at that energy: 3.981 angstrom
critical b at that energy: 4.875 angstrom
cross section there: 74.67 angstrom^2
largest captured L there: 208.4 hbar
k_cap, formula: 4.9913e-10 cm^3/s
k_cap, formula: 4.9913e+14 angstrom^3/s
k_cap, numerical average: 4.9913e-10 cm^3/s
k_cap, angular momentum sum: 4.9914e-10 cm^3/s
numerical mean captured energy / kT: 1.6667
numerical exponent, inverse sixth: 0.1667
numerical exponent, inverse fourth: -0.0000
k_cap at 500 K: 4.719e-10 cm^3/s
k_cap at 900 K: 5.205e-10 cm^3/s
ratio k_cap(900 K)/k_cap(500 K): 1.103
singlet fraction: 0.25
singlet capture coefficient: 1.248e-10 cm^3/s
radical half-life if all stabilised: 8.01 ms
NEGLECTED EFFECTS
barrier quantum: 0.00289 eV
relative tunnelling correction: 9.6e-05
k with C8 / k_cap: 1.14
bond attraction at barrier radius: 0.429 eV
dispersion at barrier radius: 0.0503 eV
radius where the two are equal: 7.93 angstrom
temperature with barrier there: 11 K
with bond tail, 1 K: k/k_cap 1.008, exponent 0.180
with bond tail, 10 K: k/k_cap 1.112, exponent 0.245
with bond tail, 100 K: k/k_cap 1.412, exponent 0.286
with bond tail, 700 K: k/k_cap 1.765, exponent 0.270
same at 700 K, times 1/4 for facing: 0.44
mean excess energy of new molecule: 0.424 eV
effective collision rate: 3.8e+07 1/s
stabilised fraction: 0.68 at 20 Torr, 0.96 at 760 Torr
exponent of k_cap*S at 20 Torr: -1.6
```
